**Nitrogen 1s ionization energies of N2O and their equivalent-core check**

The program computes $I_i$, the Hartree–Fock energy needed to remove a 1s electron from the terminal or central nitrogen of linear N$_2$O, with all orbitals relaxed around the hole. It finds 409.5 eV for the terminal and 414.3 eV for the central atom, a splitting of 4.74 eV. It asserts that removing an electron from frozen orbitals costs $-\varepsilon_i$, the negative 1s orbital energy, to within $10^{-6}$ hartree, and that relaxation lowers both ionization energies. It also asserts that the splitting lies between 3 and 5 eV, and that the difference in electrostatic potential at the two nuclei matches the orbital-energy splitting to within 20%. The equivalent-core cations NOO$^+$ and ONO$^+$ differ by 5.34 eV; the program asserts that this has the right sign and agrees with the direct splitting to within 25%. The energy $\delta_i$ of exchanging the ionized nitrogen core for an oxygen core is asserted to lie within 5% of its bare-core value, and the output shows that it differs by 0.60 eV between the sites. A larger basis changes the splitting by 0.06 eV, within the asserted limit of 0.3 eV.

## Check in Python

```python
"""
Nitrogen 1s ionization energies of linear N2O (terminal N, central N, O).

Result under test: the central nitrogen has the larger 1s ionization energy,
by about 4 eV, and the equivalent-core cations confirm this assignment:
  I_central - I_terminal  ~  E(NOO+) - E(ONO+)   at the N2O geometry.

Symbols:
  I_i     relaxed ionization energy, E(ion with 1s hole on i) - E(N2O)
  eps_i   1s orbital energy of the neutral molecule
  R_i     relaxation energy, -eps_i - I_i
  phi_i   electrostatic potential at nucleus i, own nucleus excluded
  delta_i E(ion with 1s hole on i) - E(equivalent-core cation i)
Hole states are restricted open-shell doublets; all other states are closed
shells. Internal quantities are in atomic units; printed ones carry their unit.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize
from pyscf import gto, scf, lib
from pyscf.lib import diis

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
SITES = {"terminal": 0, "central": 1}


def uncontracted(name, element, l_max):
    """Every primitive of a published basis set, up to angular momentum l_max."""
    exponents = {}
    for shell in gto.basis.load(name, element):
        for row in shell[1:]:
            if isinstance(row, (list, tuple, np.ndarray)):
                exponents.setdefault(shell[0], set()).add(float(row[0]))
    return [[l, [a, 1.0]] for l in sorted(exponents) if l <= l_max
            for a in sorted(exponents[l], reverse=True)]


def linear_molecule(elements, bonds, basis, charge=0):
    heights = [0.0, bonds[0], bonds[0] + bonds[1]]
    atoms = [[e, (0.0, 0.0, z)] for e, z in zip(elements, heights)]
    return gto.M(atom=atoms, unit="Bohr", basis=basis, charge=charge,
                 verbose=0)


def closed_shell(mol, guess=None):
    """Orbital energies are first order in the orbital error, so the orbital
    gradient is converged tightly as well as the total energy."""
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def energy_and_slopes(bonds):
    """Energy of N2O and its derivatives with respect to the two bonds."""
    mf = closed_shell(linear_molecule("NNO", bonds, "ccpvdz"))
    force = mf.nuc_grad_method().kernel()[:, 2]
    return mf.e_tot, np.array([force[1] + force[2], force[2]])


def site_core_orbital(neutral, atom):
    """The core orbital located on one atom, with its population there."""
    start, stop = neutral.mol.aoslice_by_atom()[atom, 2:4]
    core = neutral.mo_coeff[:, :3]
    population = (core * (neutral.get_ovlp() @ core))[start:stop].sum(axis=0)
    index = int(np.argmax(population))
    return index, population[index]


def core_hole(neutral, index):
    """Frozen and relaxed energies of the doublet with one core electron gone.

    Vectors and operators are expressed in the orthonormal orbitals of the
    neutral molecule. Also returned: the part of the old core orbital that
    lies in the doubly occupied space, zero for a perfectly kept hole.
    """
    mol, orbitals = neutral.mol, neutral.mo_coeff
    size = orbitals.shape[1]
    pairs = mol.nelectron // 2
    unit = np.eye(size)
    double = unit[:, [k for k in range(pairs) if k != index]]
    single = unit[:, index]
    h = neutral.get_hcore()
    accelerator = diis.DIIS()
    accelerator.verbose = 0
    frozen_energy, converged = None, False
    for cycle in range(100):
        p_double = double @ double.T
        p_single = np.outer(single, single)
        p_empty = unit - p_double - p_single
        up = orbitals @ (p_double + p_single) @ orbitals.T
        down = orbitals @ p_double @ orbitals.T
        coulomb, exchange = neutral.get_jk(mol, np.array([up, down]))
        fock_up = h + coulomb[0] + coulomb[1] - exchange[0]
        fock_down = h + coulomb[0] + coulomb[1] - exchange[1]
        energy = mol.energy_nuc() + 0.5 * (np.sum(up * (h + fock_up))
                                           + np.sum(down * (h + fock_down)))
        if cycle == 0:
            frozen_energy = energy
        f_up = orbitals.T @ fock_up @ orbitals
        f_down = orbitals.T @ fock_down @ orbitals
        mean = (f_up + f_down) / 2
        # Each block between two kinds of orbital holds its energy gradient
        mixed = (p_double @ (f_down - mean) @ p_single
                 + p_single @ (f_up - mean) @ p_empty)
        # The diagonal block of the single orbital only sets its eigenvalue;
        # the spin-down value keeps it apart from the other core levels
        fock = mean + mixed + mixed.T + p_single @ (f_down - mean) @ p_single
        density = 2 * p_double + p_single
        error = fock @ density - density @ fock
        if np.max(np.abs(error)) < 1e-6:
            converged = True
            break
        fock = accelerator.update(fock, xerr=error)
        vectors = np.linalg.eigh((fock + fock.T) / 2)[1]
        chosen = int(np.argmax(vectors[index] ** 2))
        single = vectors[:, chosen]
        double = np.delete(vectors, chosen, axis=1)[:, :pairs - 1]
    assert converged
    left = np.sum(double[index] ** 2)
    assert left < 0.05, "the core hole has been filled"
    return frozen_energy, energy, left


def nuclear_potential(neutral, atom):
    mol = neutral.mol
    places = mol.atom_coords()
    with mol.with_rinv_origin(places[atom]):
        electrons = np.sum(neutral.make_rdm1() * mol.intor("int1e_rinv"))
    nuclei = sum(mol.atom_charge(j) / np.linalg.norm(places[j] - places[atom])
                 for j in range(mol.natm) if j != atom)
    return nuclei - electrons


# Geometry of the linear molecule
search = minimize(energy_and_slopes, [2.10, 2.25], jac=True, method="BFGS",
                  options={"gtol": 1e-4})
bonds = search.x
assert np.max(np.abs(search.jac)) < 5e-4
print(f"N-N bond length: {bonds[0] * ANGSTROM:.4f} angstrom")
print(f"N-O bond length: {bonds[1] * ANGSTROM:.4f} angstrom")

# Neutral molecule and its two core-hole ions
basis = {e: uncontracted("ccpvdz", e, 2) for e in "NO"}
neutral = closed_shell(linear_molecule("NNO", bonds, basis))
print(f"Basis functions, main set: {neutral.mol.nao}")
print(f"E(N2O): {neutral.e_tot * EV:.3f} eV")
minus_eps, phi, ionization, relaxation, hole_energy = {}, {}, {}, {}, {}
for site, atom in SITES.items():
    index, population = site_core_orbital(neutral, atom)
    assert population > 0.95
    frozen, relaxed, left = core_hole(neutral, index)
    minus_eps[site] = -neutral.mo_energy[index]
    # Removing an electron from frozen orbitals must cost exactly -eps
    assert abs(frozen - neutral.e_tot - minus_eps[site]) < 1e-6
    phi[site] = nuclear_potential(neutral, atom)
    hole_energy[site] = relaxed
    ionization[site] = relaxed - neutral.e_tot
    relaxation[site] = minus_eps[site] - ionization[site]
    assert relaxation[site] > 0
    print(f"{site} N: 1s population on its atom: {population:.4f}")
    print(f"{site} N: -eps: {minus_eps[site] * EV:.3f} eV")
    print(f"{site} N: frozen-orbital ionization energy: "
          f"{(frozen - neutral.e_tot) * EV:.3f} eV")
    print(f"{site} N: potential energy of unit charge, phi: "
          f"{phi[site] * EV:.3f} eV")
    print(f"{site} N: E(ion with 1s hole): {relaxed * EV:.3f} eV")
    print(f"{site} N: relaxation energy R: {relaxation[site] * EV:.3f} eV")
    print(f"{site} N: ionization energy I: {ionization[site] * EV:.3f} eV"
          f" = {ionization[site]:.5f} hartree")
    print(f"{site} N: part of old 1s in doubly occupied space: {left:.5f}")


def central_minus_terminal(values):
    return values["central"] - values["terminal"]


split = central_minus_terminal(ionization)
orbital_split = central_minus_terminal(minus_eps)
potential_split = central_minus_terminal(phi)
print(f"Splitting of -eps: {orbital_split * EV:.3f} eV")
print(f"Splitting of phi: {potential_split * EV:.3f} eV")
print(f"Splitting of R: {central_minus_terminal(relaxation) * EV:.3f} eV")
print(f"Splitting of I: {split * EV:.3f} eV = {split:.5f} hartree")
assert 3.0 < split * EV < 5.0
# The potential is a point estimate for a 1s orbital of finite size
assert abs(potential_split - orbital_split) < 0.2 * orbital_split

# Equivalent-core cations: the ionized nitrogen is replaced by oxygen
cation_energy, delta = {}, {}
for site, elements in (("terminal", "ONO"), ("central", "NOO")):
    mol = linear_molecule(elements, bonds, basis, charge=1)
    cation = closed_shell(mol, neutral.make_rdm1())
    filled = mol.nelectron // 2
    gap = cation.mo_energy[filled] - cation.mo_energy[filled - 1]
    assert gap > 0
    cation_energy[site] = cation.e_tot
    delta[site] = hole_energy[site] - cation.e_tot
    print(f"E({elements}+): {cation.e_tot * EV:.3f} eV")
    print(f"{elements}+ orbital gap: {gap * EV:.3f} eV")
    print(f"delta, {site} N: {delta[site] * EV:.3f} eV")
cation_split = central_minus_terminal(cation_energy)
print(f"E(NOO+) - E(ONO+): {cation_split * EV:.3f} eV"
      f" = {cation_split:.5f} hartree")
print(f"delta central - terminal: {central_minus_terminal(delta) * EV:.3f} eV")
# The site dependence of delta must be a minor part of the splitting
assert cation_split > 0
assert abs(cation_split - split) < 0.25 * split

# Size of delta from the bare cores, both of charge +6
n_core = gto.M(atom="N 0 0 0", basis=basis, charge=6, spin=1, verbose=0)
one_electron = n_core.intor("int1e_kin") + n_core.intor("int1e_nuc")
e_n_core = eigh(one_electron, n_core.intor("int1e_ovlp"), eigvals_only=True)[0]
o_core = scf.RHF(gto.M(atom="O 0 0 0", basis=basis, charge=6, verbose=0))
o_core.init_guess = "1e"
o_core.kernel()
assert o_core.converged
bare_delta = e_n_core - o_core.e_tot
print(f"E(N6+) - E(O6+), bare cores: {bare_delta * EV:.3f} eV")
assert all(abs(d - bare_delta) < 0.05 * bare_delta for d in delta.values())

# Basis dependence of the two ionization energies
large_basis = {e: uncontracted("ccpvtz", e, 2) for e in "NO"}
large = closed_shell(linear_molecule("NNO", bonds, large_basis))
print(f"Basis functions, larger set: {large.mol.nao}")
large_ionization = {}
for site, atom in SITES.items():
    index, population = site_core_orbital(large, atom)
    assert population > 0.95
    relaxed = core_hole(large, index)[1]
    large_ionization[site] = relaxed - large.e_tot
    print(f"{site} N: I, larger set: {large_ionization[site] * EV:.3f} eV")
large_split = central_minus_terminal(large_ionization)
print(f"Splitting of I, larger set: {large_split * EV:.3f} eV")
assert abs(large_split - split) * EV < 0.3

print("every check passed")
```

Printed output:

```
N-N bond length: 1.0916 angstrom
N-O bond length: 1.1711 angstrom
Basis functions, main set: 78
E(N2O): -4998.800 eV
terminal N: 1s population on its atom: 0.9996
terminal N: -eps: 426.907 eV
terminal N: frozen-orbital ionization energy: 426.907 eV
terminal N: potential energy of unit charge, phi: -496.768 eV
terminal N: E(ion with 1s hole): -4589.282 eV
terminal N: relaxation energy R: 17.388 eV
terminal N: ionization energy I: 409.518 eV = 15.04953 hartree
terminal N: part of old 1s in doubly occupied space: 0.00014
central N: 1s population on its atom: 1.0004
central N: -eps: 431.080 eV
central N: frozen-orbital ionization energy: 431.080 eV
central N: potential energy of unit charge, phi: -492.236 eV
central N: E(ion with 1s hole): -4584.542 eV
central N: relaxation energy R: 16.822 eV
central N: ionization energy I: 414.258 eV = 15.22369 hartree
central N: part of old 1s in doubly occupied space: 0.00020
Splitting of -eps: 4.173 eV
Splitting of phi: 4.532 eV
Splitting of R: -0.566 eV
Splitting of I: 4.739 eV = 0.17416 hartree
E(ONO+): -5542.773 eV
ONO+ orbital gap: 18.411 eV
delta, terminal N: 953.491 eV
E(NOO+): -5537.434 eV
NOO+ orbital gap: 15.225 eV
delta, central N: 952.892 eV
E(NOO+) - E(ONO+): 5.339 eV = 0.19619 hartree
delta central - terminal: -0.599 eV
E(N6+) - E(O6+), bare cores: 941.789 eV
Basis functions, larger set: 105
terminal N: I, larger set: 409.198 eV
central N: I, larger set: 413.998 eV
Splitting of I, larger set: 4.799 eV
every check passed
```
